Checkerboard order in a half-filled square adlayer with nearest-neighbour repulsion

**The situation**

A metal face with a square array of adsorption sites is dosed with H2. The molecules dissociate, and dosing stops when half the sites hold a hydrogen atom. Atoms on adjacent sites repel each other. At low enough temperature they occupy every second site, like the squares of one colour on a chessboard. Repulsion explains why adjacent pairs are avoided. It does not by itself explain why distant parts of the layer choose the same colour, or at what temperature they cease to do so. A change of variables that turns the repulsive layer into an attractive one makes both questions easier. An argument about walls between regions then answers the first, and a comparison of two expansions answers the second.

Let n_i be 1 for an occupied site and 0 for an empty one. Each nearest-neighbour pair costs J > 0, and μ is the chemical potential measured from the energy of an isolated adsorbed atom:

E = J Σ n_i n_j − μ Σ n_i.

The first sum counts each adjacent pair once. The occupations are classical, and no other interaction is included.

**Flipping one sublattice**

Colour the N sites alternately A and B, so that every bond joins an A site to a B site. With periodic edges this requires even lengths. Define m_i = n_i on A and m_j = 1 − n_j on B. For one bond,

J n_i n_j = J m_i (1 − m_j) = J m_i − J m_i m_j.

The repulsion has become an attraction plus a one-site term. Each A site has four bonds, so these terms add up to 4J Σ_A m. The chemical-potential term becomes

−μ Σ n = −μ Σ_A m + μ Σ_B m − μ N_B,

where N_B is the number of B sites. Together,

E = −J Σ m_i m_j + (4J − μ) Σ_A m + μ Σ_B m − μ N_B.

This holds for every configuration and every μ. The image is the ordinary attractive lattice gas only if both sublattices have the same one-site energy, 4J − μ = μ, which gives

μ = 2J.

The image then has the uniform chemical potential −2J. For μ = 2J + δ the one-site energies are 2J − δ on A and 2J + δ on B, a field of alternating sign.

The condition μ = 2J is also the condition for half filling. Share the term −2J n of each site equally among its four bonds. A bond then has energy

J n_i n_j − (J/2)(n_i + n_j),

which is −J/2 if one end is occupied and 0 if both ends are empty or both are full. Exchanging atoms and vacancies changes nothing, so the mean coverage is 1/2.

A half-filled layer does not have a half-filled image. Half filling requires equal numbers of m = 1 on A and B, and a completely full image and a completely empty one both satisfy this. They are the two checkerboards. Condensation of the attractive gas into a dense or a dilute phase is therefore checkerboard ordering of the repulsive gas. Exchanging atoms and vacancies turns one checkerboard phase into the other, and a shift by one site turns it back, so each phase has coverage 1/2. The phases differ in which sublattice is full, not in density, and a layer with a fixed number of atoms need not separate into dense and dilute regions.

**Why distant regions agree**

The map transfers order from one gas to the other, but the order itself still has to be proved. A bond whose two ends have equal m has one atom, hence energy −J/2. A bond with unequal m has energy 0. With 2N bonds, of which U are unequal,

E = −(J/2)(2N − U) = −NJ + (J/2) U.

Unequal bonds form walls between regions of opposite checkerboard, and each costs J/2.

Freeze the edge of a large layer in the checkerboard with m = 1, and ask how likely a given interior site is to have m = 0. Take the connected cluster of wrong sites containing it and fill in any enclosed pockets. The outer boundary is a closed wall crossing ℓ bonds, all unequal. Reversing every m inside makes these ℓ bonds equal and leaves the others as they were, so the energy drops by Jℓ/2. For a given wall, different configurations go to different configurations, so that wall has probability at most exp(−Jℓ/2kT).

Next, count the walls. A ray drawn from the site to the right crosses the wall at a distance of k − 1/2 spacings, for some k = 1, 2, and so on. The wall also passes to the left of the site, so it is at least k wide and one high. Hence ℓ ≥ 2k + 2, which leaves at most ℓ/2 − 1 crossing positions. From the crossing edge the wall continues for ℓ − 1 steps with at most three choices each, and the last step is forced. There are at most (ℓ/2 − 1) 3^(ℓ−2) walls. Setting ℓ = 2r and y = 9 exp(−J/kT) < 1,

P(wrong) ≤ (1/9) Σ_{r≥2} (r − 1) y^r = y² / [9(1 − y)²].

This is below 1/2 if y/(1 − y) < 3/√2, that is, if

J/kT > ln[9(1 + √2/3)] = 2.583.

The bound does not depend on the size of the layer. The frozen edge decides the colour arbitrarily far inside, which is what long-range order means. Long walls cost energy in proportion to their length, and at low temperature this outweighs the number of shapes they can take.

**The temperature at which order is lost**

The wall argument guarantees order up to kT = 0.387J but does not locate the transition. For that, set s = 2m − 1 = ±1 and K = J/4kT. The bond energy is −J/4 − (J/4) s_i s_j, so apart from a constant factor the partition function is Z = Σ exp(K Σ s_i s_j). It can be expanded in two ways.

At low temperature, start from all s equal and sum over walls. Each wall bond contributes exp(−2K), and the walls form closed figures:

Z = 2 exp(2NK) Σ_figures exp(−2Kℓ).

At high temperature, write exp(K s s') = cosh K (1 + s s' tanh K). After summation over s = ±1, only products in which every s occurs an even number of times survive, and their bonds again form closed figures:

Z = 2^N (cosh K)^(2N) Σ_figures (tanh K)^ℓ.

The walls run between the sites, along lines that form a square lattice shifted by half a spacing, while the second set of figures runs along the bonds of the original square lattice. For a large layer, edge effects do not contribute per site, and the two sums therefore run over figures of the same shapes. They agree when the second is taken at K* with tanh K* = exp(−2K). The prefactors are smooth, so a singularity of the free energy at K implies one at K*. Moreover,

sinh 2K* = 2 tanh K*/(1 − tanh² K*) = 2 exp(−2K)/[1 − exp(−4K)] = 1/sinh 2K.

If there is a single transition, it must lie at K = K*, where sinh 2K = 1 and 2K = ln(1 + √2). Therefore

kT_c = J/[2 ln(1 + √2)] = 0.5673 J.

The assumption of a single transition is not proved here. An independent calculation supports the location. On infinitely long strips of the repulsive gas, the correlation length at the transition should grow in proportion to the strip width. Requiring this for widths 4 and 6, 6 and 8, and 8 and 10 gives kT_c/J = 0.5720, 0.5687 and 0.5679. The last value is 0.1 % above the formula.

**How large the effects are**

Take J = 0.04 eV, a site spacing of 0.28 nm and a surface at 150 K. These are round values chosen for illustration. Then

kT_c = 0.5673 × 0.04 eV = 0.0227 eV, or T_c = 263 K.

The wall proof applies below 180 K. At 150 K, J/kT = 3.09 and y = 0.408, so the wrong-site probability is at most 0.053. This is a bound, not an estimate. Strip calculations give sublattice coverages of 0.9975 and 0.0025, and the same order for the attractive image.

The small coverage can be read from the shortest walls. One wrong site has four wall bonds and costs 2J, which gives exp(−2J/kT) = 0.0021. Four different wrong pairs contain a given site, each with six wall bonds, and they add 4 exp(−3J/kT) = 0.0004. The sum is already close to 0.0025.

The ordered layer also resists changes of coverage. In a perfect checkerboard an extra atom has four neighbours and costs 4J − μ = 2J − δ, while a vacancy costs μ = 2J + δ. Each kind of defect has half the sites available, so to leading order at low temperature

θ − 1/2 = (1/2){exp[−(2J − δ)/kT] − exp[−(2J + δ)/kT]} = exp(−2J/kT) sinh(δ/kT).

For θ = 0.51 this gives sinh(δ/kT) = 4.9 and δ = 0.030 eV. The strip calculation gives a window of 0.059 eV in μ between coverages 0.49 and 0.51, in agreement with 2δ. Without interaction, at the same temperature, the window is 0.001 eV.

A small dosing error does not destroy the order. Both checkerboards contain N/2 atoms, so the term −δ Σ n favours neither. At coverage 0.49 the difference between the sublattice coverages is still 0.978, against 0.995 at half filling.

**Where the explanation fails**

The flip needs two sublattices. On a 3 × 3 periodic square lattice the colours clash at the edge, and there are 102 lowest-energy states instead of two. A 4 × 4 triangular lattice with the same repulsion, at its own half-filling point μ = 3J, has 42, whereas the attractive gas there has two. Repulsion alone does not select a checkerboard.

Second neighbours lie on the same sublattice. On B their product becomes (1 − m)(1 − m') = 1 − m − m' + m m', so the coupling keeps its sign. Second-neighbour repulsion therefore opposes the checkerboard, in which every second-neighbour pair on the full sublattice is occupied. With half filling maintained, a coupling of +0.1J lowers T_c by 14 %, about 37 K, and −0.1J raises it by about as much.

**Comparison with a real layer**

Checkerboard hydrogen layers, labelled c(2×2), are known on some fcc (001) faces. The model's 263 K follows from the chosen J and is not a prediction for a particular metal. One assumption open to doubt is that the interaction stops at nearest neighbours, and the shifts above show what a modest second-neighbour term does. Three-atom forces, which are not sized here, remove the symmetry between atoms and vacancies. Steps and defects limit the size of ordered regions. Tunnelling matters little for the equilibrium order: in a one-dimensional cosine potential with a 0.1 eV barrier, the lowest band of a hydrogen atom is about 10⁻⁶ eV wide. Including the wider excited bands populated at 150 K raises the mean width to about 4 × 10⁻⁵ eV, against kT = 0.013 eV. The widths grow quickly for lower barriers. With the same barrier and an attempt rate of 10¹³ per second, thermal activation alone makes an isolated atom hop about every 2 × 10⁻¹⁰ s; tunnelling may shorten this time. Hydrogen leaves the surface as H2, formed from two adsorbed atoms. With a barrier of 0.8 eV for this step and the same attempt rate, an adjacent pair stays for about 10¹⁴ s. At 150 K the dose therefore sets the coverage, not equilibrium with the gas.

**What to do about it**

Half coverage is 6.4 H atoms per nm², or 3.2 molecules per nm². If every molecule from gas at 300 K sticks, the exposure is 2.2 × 10⁻⁷ Torr s, for example 22 s at 10⁻⁸ Torr. This is a lower limit. If dissociation needs two adjacent empty sites, the ordering itself slows the uptake: at 150 K and half coverage only about 0.002 of the bonds have both ends empty. With sticking proportional to that fraction, the model needs about six times the exposure. The coverage should therefore be measured rather than inferred from the exposure.

To obtain the checkerboard, dose to half coverage and cool slowly through T_c, provided that desorption is still negligible there. The example does not meet this condition comfortably: with the barrier and attempt rate above, an adjacent pair lasts only about 200 s at 263 K. Such a layer is better dosed cold and annealed below T_c, for example at 230 K, where the same time is about 9 hours. This is the lifetime of one pair, not of the layer. If every adjacent pair leaves at this rate, the layer loses 0.01 in coverage in about 45 minutes and falls below the ordered range, which at 230 K begins near 0.44, in about 6 hours, so the anneal should be kept short. Fast cooling can leave regions of opposite colour separated by walls. To avoid the pattern, stay above T_c or move well away from half coverage. At 150 K the model with J = 0.04 eV keeps its long-range order between coverages of about 0.39 and 0.61, so a small change of dose is not enough.

For a process at a higher temperature, the model requires J > 1.76 kT. At 500 K this means J above 0.04 eV × 500/263 = 0.076 eV. A half-filled layer with J = 0.04 eV would be disordered there, although adjacent pairs would still be rarer than in a random layer. The condition also presupposes that the layer stays on the surface. With the 0.8 eV barrier, an adjacent hydrogen pair would desorb in about 10⁻⁵ s at 500 K, so half coverage would need a continuous supply of gas or a more strongly bound adsorbate. The numerical output below lists the main values used here.

Computed values

```
repulsion J = 0.040 eV
site spacing = 0.28 nm
surface temperature = 150 K
kT = 0.01293 eV
J/kT = 3.0945
mu at half filling = 0.080 eV
cost of one wall bond J/2 = 0.020 eV
ground states, square 4x4, repulsive = 2
ground states, square 3x3, repulsive = 102
ground states, triangular 4x4, repulsive = 42
ground states, triangular 4x4, attractive = 2
image density range at half filling, 4x4 = 0.00 to 1.00
walls of length 4 around a site = 1 (bound 9)
walls of length 6 around a site = 4 (bound 162)
walls of length 8 around a site = 22 (bound 2187)
walls of length 10 around a site = 124 (bound 26244)
wall proof holds below kT/J = 0.3871
wall proof holds below T = 179.7 K
wall bound on wrong-site probability = 0.0526
wrong-site probability, frozen 4x4, worst = 0.00249
critical kT/J, duality = 0.56730
critical kT/J, strips 4 and 6 = 0.57195
critical kT/J, strips 6 and 8 = 0.56874
critical kT/J, strips 8 and 10 = 0.56792
critical kT = 0.02269 eV
critical temperature = 263.3 K
total coverage at mu = 2J = 0.5000
order, repulsive strip width 8 = 0.994973
order, repulsive strip width 10 = 0.994973
order, attractive strip width 10 = 0.994973
order, closed form, infinite lattice = 0.994973
coverage of full sublattice = 0.99749
coverage of empty sublattice = 0.00251
mu at coverage 0.49 = 0.0505 eV
mu window, coverage 0.49 to 0.51 = 0.0591 eV
same window without interaction = 0.00103 eV
order at coverage 0.49 = 0.9782
site density = 12.76 per nm2
H atoms at half coverage = 6.38 per nm2
H2 gas temperature = 300 K
least H2 exposure = 2.23e-07 Torr s
Tc shift, second neighbour +0.1 J = -14.2 %
Tc shift, second neighbour -0.1 J = 13.8 %
hopping barrier = 0.10 eV
tunnelling bandwidth of H = 1.41e-06 eV
attempt rate = 1e+13 per s
time between hops = 2.3e-10 s
desorption barrier = 0.80 eV
time before desorption = 7.6e+13 s
```
